Dimer and tetramer pressures in arsenic vapour at equilibrium

**Question**

Arsenic vapour for the growth of an arsenide semiconductor contains the dimer As₂ and the tetramer As₄, which interconvert by

As₄ ⇌ 2 As₂.

Their partial pressures are p₂ and p₄. The vapour is an ideal gas at uniform temperature T, has had time to reach equilibrium, and touches no solid or liquid arsenic. The total arsenic pressure is P = p₂ + p₄ = 0.01 bar. At this temperature

K = p₂²/p₄ = 0.001 bar.

(a) Show that K depends on temperature alone.

(b) Find p₂ and p₄, and justify the choice of root.

(c) Find the forms of p₂ for P ≫ K and for P ≪ K. How good is the leading form for P ≫ K here?

(d) What fraction of the molecules are dimers, and what fraction of the arsenic atoms do they hold?

(e) Find how p₂ responds to a small change in P at fixed K, and to a small change in K at fixed P.

(f) Using the rough data below and a computer, estimate the temperature and judge the neglect of As, As₃ and non-ideality.

Data for (f), all rough typical values:

- Atomic mass 75 u. Bond lengths: As₂ 2.1 Å; As₃, taken as an equilateral triangle, 2.4 Å; As₄, a regular tetrahedron, 2.4 Å.
- Vibrational wavenumbers in cm⁻¹: As₂ 430; As₃ 300, 200, 200; As₄ 340, 250 (three times), 200 (twice).
- Reaction energies between ground levels: As₂ → 2 As, 4.0 eV; As₄ → 2 As₂, 2.4 eV; As₂ + As₄ → 2 As₃, 1.6 eV.
- Electronic weights: As 4, As₂ 1, As₃ 4, As₄ 1.
- Lennard-Jones diameter 5.0 Å and well depth 0.05 eV for every pair of molecules.

**Model answer to (a)**

At fixed temperature and total pressure, equilibrium is the minimum of the Gibbs energy G. Let dξ tetramers dissociate. The numbers of molecules change by dN₄ = −dξ and dN₂ = +2dξ, so

dG = μ₂ dN₂ + μ₄ dN₄ = (2μ₂ − μ₄) dξ,

where μ₂ and μ₄ are chemical potentials per molecule. At the minimum dG vanishes for either sign of dξ, hence

2μ₂ = μ₄.

For an ideal gas, with standard pressure p° = 1 bar,

μᵢ = μᵢ°(T) + kT ln(pᵢ/p°),

where k is the Boltzmann constant. Inserting this for both species gives

2μ₂° + 2kT ln(p₂/p°) = μ₄° + kT ln(p₄/p°).

Collecting the logarithms on the left,

kT ln[(p₂/p°)²/(p₄/p°)] = −(2μ₂° − μ₄°).

One factor of p° survives in the ratio, so

K = p₂²/p₄ = p° exp[−(2μ₂° − μ₄°)/kT].

The right-hand side contains temperature but not P. K has the dimension of pressure because one molecule becomes two. The dimensionless equilibrium constant is K/p° = 0.001.

The condition 2μ₂ = μ₄ also says that an arsenic atom has the same chemical potential in either molecule:

μ_As = μ₂/2 = μ₄/4.

A calculation that needs only the chemical potential of arsenic may therefore use either species, provided that the vapour is in equilibrium. A calculation of growth rates may still have to distinguish them, because the two molecules can react differently at a surface.

**Model answer to (b)**

The mass balance gives p₄ = P − p₂. Substitute this into p₂² = K p₄:

p₂² = KP − K p₂,

p₂² + K p₂ − KP = 0.

The quadratic formula gives

p₂ = [−K ± √(K² + 4KP)]/2.

The product of the roots is −KP, which is negative, so one root is positive and the other negative. A partial pressure cannot be negative, and the plus sign is required. This root is also below P: the quadratic equals −KP < 0 at p₂ = 0 and P² > 0 at p₂ = P, so it crosses zero between them. Thus p₄ is positive too.

With the given values, in bar,

K² + 4KP = 0.000001 + 0.000040 = 0.000041,

√0.000041 = 0.0064031,

p₂ = (−0.001 + 0.0064031)/2 = 0.0027016.

The other root is −0.0037016 bar and is discarded. The tetramer pressure is

p₄ = 0.01 − 0.0027016 = 0.0072984 bar.

To the precision that the data deserve,

p₂ ≈ 0.0027 bar (2.0 Torr), p₄ ≈ 0.0073 bar (5.5 Torr).

The rounded pressures add up to 0.0100 bar, and their ratio 0.0027²/0.0073 is 0.000999 bar, so both given conditions are met.

If a carrier gas is present, P must be the sum of the arsenic pressures and not the reactor pressure. Suppose that at the same temperature one tenth of the 0.01 bar were arsenic and the rest an inert gas. Then P = K = 0.001 bar, and

p₂ = K(√5 − 1)/2 = 0.00062 bar.

This is lower than the answer above by a factor of about 4.4, not 10, because dilution shifts the equilibrium towards dimers.

**Model answer to (c)**

For P ≫ K, take 4KP out of the square root:

p₂ = √(KP) √(1 + K/(4P)) − K/2.

The second square root tends to 1, so

p₂ ≈ √(KP) − K/2.

The leading term √(KP) is what follows from setting p₄ ≈ P in p₂² = K p₄. Most molecules are then tetramers, and the dimer pressure grows as the square root of the total pressure.

Here the leading term is

√(0.001 × 0.01) = 0.003162 bar,

which is 17% above the full result. P is ten times K, but the relative correction is governed by

(K/2)/√(KP) = ½√(K/P) = 0.16,

and a square root of a small ratio is not very small. Keeping the term −K/2 gives 0.003162 − 0.0005 = 0.00266 bar, about 1.5% below the full result.

The 17% error matters less for the chemical potential of arsenic. Since μ_As = μ₂/2, replacing p₂ by √(KP) changes it by ½kT ln 1.17 ≈ 0.08 kT.

For P ≪ K, write x = 4P/K, so that

p₂ = (K/2)[√(1 + x) − 1].

With √(1 + x) ≈ 1 + x/2 − x²/8,

p₂ ≈ (K/2)[2P/K − 2P²/K²] = P − P²/K.

The vapour is then nearly all dimer, with p₄ ≈ P²/K. At fixed temperature, lowering the pressure favours the side of the reaction with more molecules.

**Model answer to (d)**

In an ideal mixture the share of molecules equals the share of pressure:

p₂/P = 0.0027016/0.01 = 27%.

A dimer carries two atoms and a tetramer four, so the fraction of atoms held in dimers is

α = 2p₂/(2p₂ + 4p₄) = p₂/(p₂ + 2p₄).

Put p₄ = p₂²/K and cancel p₂:

α = 1/(1 + 2p₂/K) = K/(K + 2p₂).

The solution in (b) gives K + 2p₂ = √(K² + 4KP), hence

α = K/√(K² + 4KP) = √[K/(K + 4P)].

Numerically,

α = √(0.001/0.041) = 0.156.

Dimers are thus 27% of the molecules but hold 16% of the arsenic atoms. A balance of arsenic consumed by a growing film must count atoms.

The number α has a second meaning. Start with N tetramers and let a fraction y dissociate. The 2yN dimers formed contain 4yN of the original 4N atoms, so α = y. At this temperature and pressure, 16% of an initially pure tetramer vapour dissociates.

**Model answer to (e)**

Hold K fixed and differentiate p₂² + K p₂ − KP = 0:

(2p₂ + K) dp₂ = K dP,

dp₂/dP = K/(K + 2p₂) = α = 0.156.

This measures the effect of a neglected species. If another gas takes a small pressure δ out of the fixed total, the dimer and tetramer share P − δ, and p₂ falls by about αδ. The tetramer takes the rest of the loss.

Now hold P fixed and vary K:

2p₂ dp₂ + K dp₂ + p₂ dK − P dK = 0.

Since P − p₂ = p₄,

(2p₂ + K) dp₂ = p₄ dK.

Multiply by K/p₂ and divide by (2p₂ + K) dK to obtain the logarithmic slope:

d ln p₂/d ln K = K p₄/[p₂(2p₂ + K)].

Use K p₄ = p₂² in the numerator, then K = p₂²/p₄ in the denominator:

d ln p₂/d ln K = p₂/(2p₂ + K) = p₄/(p₂ + 2p₄).

The value is

0.0072984/(0.0027016 + 0.0145968) = 0.42.

A small relative error in K therefore produces 0.42 times that relative error in p₂. The slope tends to ½ when tetramers dominate, in agreement with √(KP), and to zero when dimers dominate, because p₂ is then fixed by P.

**Model answer to (f)**

Let qᵢ be the partition function of one molecule of species i, with energies measured from separated atoms. For an ideal gas μᵢ = −kT ln(qᵢ/Nᵢ). Since Nᵢ = pᵢV/kT,

μᵢ = kT ln(pᵢ/zᵢ), zᵢ = kT qᵢ/V.

Balancing chemical potentials as in (a) gives three relations:

p₂²/p₄ = z₂²/z₄,

p₁²/p₂ = z₁²/z₂,

p₃²/(p₂p₄) = z₃²/(z₂z₄),

where p₁ and p₃ are the pressures of As and As₃. In the rigid-rotor, harmonic-oscillator model,

qᵢ/V = (2πmᵢkT/h²)^(3/2) q_rot q_vib gᵢ exp(−Eᵢ/kT).

Here mᵢ is the molecular mass and gᵢ the electronic weight. The given reaction energies fix the ground levels Eᵢ at 0, −4.0, −6.4 and −10.4 eV for As, As₂, As₃ and As₄. For the atom q_rot = q_vib = 1. For the molecules,

q_vib = product over modes of 1/[1 − exp(−hcν/kT)],

with ν the wavenumber and c the speed of light. Rotation is classical at these temperatures:

q_rot = 2IkT/(2ħ²) for As₂,

q_rot = (√π/s) √[(2I_A kT/ħ²)(2I_B kT/ħ²)(2I_C kT/ħ²)] for As₃ and As₄.

The symmetry number s is 6 for the triangle and 12 for the tetrahedron; the 2 in the denominator for As₂ is its symmetry number. With atomic mass m and bond length a, the moments of inertia are ma²/2 for the dimer; ma²/2, ma²/2 and ma² for the triangle; and ma² three times for the tetrahedron.

*Temperature.* Solving z₂²/z₄ = 0.001 bar for T with a numerical root finder gives 1129 K. Changing the tetramer dissociation energy by −0.1 or +0.1 eV gives 1081 or 1177 K. Scaling the As₄ wavenumbers by 0.9 or 1.1 gives 1155 or 1107 K. The estimate is therefore about 1100 K, uncertain by at least some 50 K. This does not affect the answer to (b), which uses the given K.

*Other species.* At 1129 K the four pressures follow from the three relations and p₁ + p₂ + p₃ + p₄ = P, again solved numerically. The monomer pressure is about 4 × 10⁻⁸ bar, which is negligible. The trimer pressure is about 4 × 10⁻⁵ bar, and p₂ falls by 0.24%. The rule from (e) accounts for this:

αδ/p₂ = 0.156 × 4.2 × 10⁻⁵/0.0027016 = 0.24%.

The trimer pressure depends on the rough energy of the reaction As₂ + As₄ → 2 As₃. Lowering this reaction energy from 1.6 to 1.4 eV, which lowers the ground level of each trimer by 0.1 eV, raises the trimer pressure to about 1.2 × 10⁻⁴ bar and the fall in p₂ to 0.67%. The dimer pressure still rounds to 0.0027 bar. The tetramer pressure goes as p₂², so it falls by twice as much, 1.3%, and rounds to 0.0072 bar instead of 0.0073 bar. The assumed shape of As₃ is equally rough. At 1.6 eV, a symmetry number of 2 in place of 6, with the other data unchanged, triples the trimer pressure to about 1.2 × 10⁻⁴ bar and makes p₂ fall by 0.7%. Both changes together give about 3.4 × 10⁻⁴ bar of trimer; p₂ then falls by 2% to 0.0026 bar and p₄ by 4% to 0.0070 bar.

*Non-ideality.* To first order in pressure, pV/(NkT) = 1 + BP/kT, with

B = −2π ∫₀^∞ [exp(−u(r)/kT) − 1] r² dr,

where u(r) is the Lennard-Jones energy at separation r. Numerical integration at 1129 K gives BP/kT = −1.1 × 10⁻⁵, which is negligible here.

*Temperature control.* Raising T by 10 K at fixed P raises K in this model from 0.00100 to 0.00124 bar, and p₂ from 0.00270 to 0.00295 bar, an increase of 9%. The slope from (e) gives nearly the same: 0.42 × ln 1.24 = 0.09. An error of 10 K thus matters more than the omitted species, which shift p₂ by 0.24% with the given trimer data and by up to 2% in the variations tried above.

*The real case.* How far a hot zone near 1100 K dissociates arsenic vapour depends on the pressure. At 0.01 bar only 16% of the tetramers dissociate, and in this model half would dissociate only near 1270 K. At 10⁻⁴ bar and the same K, α = √[K/(K + 4P)] is 85%. Solid arsenic already has a vapour pressure of roughly 1 bar near 900 K, so vapour at 0.01 bar will not condense in such a zone, although it may on a colder wall. The pressure is far above that of the arsenic beam in molecular beam epitaxy, where molecules cross the chamber with few collisions and the composition is set in the source. The assumption of equilibrium can also fail. If tetramer vapour passes through the hot zone too quickly, its dimer pressure at the same total pressure lies somewhere between zero and the 0.0027 bar found here, and K alone cannot say where.
